# Isotropic-plus-backward ion scattering and its momentum-transfer cross section

A momentum-transfer cross section is an area, and it depends linearly on the differential cross section. If ions scatter either isotropically, with cross section \(\sigma_i\), or straight backward, with cross section \(\sigma_b\), it must therefore have the form

\[
\sigma_m=\alpha\sigma_i+\beta\sigma_b ,
\]

where \(\alpha\) and \(\beta\) are pure numbers. The mean loss of relative velocity in each kind of event fixes both. In the centre-of-mass frame an elastic collision turns the relative velocity \(\mathbf g\) into \(\mathbf g'\) of the same length. Isotropic scattering has no preferred direction, so the mean of \(\mathbf g'\) is zero and the mean loss is \(\mathbf g\). Backward scattering gives \(\mathbf g'=-\mathbf g\), and the loss is \(2\mathbf g\). In units of one full loss of \(\mathbf g\), \(\alpha=1\) and \(\beta=2\):

\[
\boxed{\sigma_m=\sigma_i+2\sigma_b}
\]

The number of collisions is governed by a different sum, \(\sigma_t=\sigma_i+\sigma_b\). The factor 2 measures the effect of a backward event and does not make such events twice as frequent.

## The angular integral

Let \(\chi\) be the centre-of-mass scattering angle and \(c=\cos\chi\). The model is

\[
\frac{d\sigma}{d\Omega}=\frac{\sigma_i}{4\pi}+\frac{\sigma_b}{2\pi}\,\delta(1+c),
\qquad
\sigma_m=\int(1-c)\frac{d\sigma}{d\Omega}\,d\Omega .
\]

The delta function sits at the end of the range \(-1\le c\le1\), where its weight is a matter of convention. Here it carries its full weight. To make that precise, replace it by a narrow peak in \(x=1+c\),

\[
\delta(1+c)\;\to\;\frac{e^{-x/w}}{w(1-e^{-2/w})},\qquad 0\le x\le2 ,
\]

whose integral over \(x\) is one. For small \(w\), apart from terms of order \(e^{-2/w}\), its moments are \(\langle x\rangle=w\) and \(\langle x^2\rangle=2w^2\). With \(d\Omega=2\pi\,dc\) and \(1-c=2-x\),

\[
\sigma_m=\frac{\sigma_i}{2}\int_{-1}^{1}(1-c)\,dc+\sigma_b\langle2-x\rangle
=\sigma_i+\sigma_b(2-w).
\]

The limit \(w\to0\) gives the boxed result. Take \(\sigma_i=20\) and \(\sigma_b=50\), in units of \(10^{-16}\) cm², which are used for all cross sections below. Numerical quadrature over the peak gives \(\sigma_m=115.0\), 119.5 and 119.95 for \(w=0.1\), 0.01 and 0.001. The limit is \(20+2\times50=120\).

A second angular moment, the viscosity cross section, separates the components:

\[
\sigma_v=\int(1-c^2)\frac{d\sigma}{d\Omega}\,d\Omega=\frac{2}{3}\sigma_i .
\]

The isotropic part gives \(\tfrac12\int_{-1}^1(1-c^2)dc=\tfrac23\); the backward part gives nothing, because \(c^2=1\) there. For the peak of finite width, \(1-c^2=2x-x^2\), so the backward part is \(\sigma_b(2\langle x\rangle-\langle x^2\rangle)=\sigma_b(2w-2w^2)\), which vanishes as \(w\to0\).

## Where one isotropic channel fails

The naive routine collides ions at the rate set by \(\sigma_t\) and sends every one in a random direction. Its momentum-transfer cross section is then \(\sigma_t=70\) instead of 120, so at given velocities it supplies only \(7/12\) of the friction.

The first repair is to keep isotropic scattering but raise its cross section to \(\sigma_m\). This restores the friction at given velocities. It also produces 120 randomizing collisions where the model has 20 randomizing and 50 reversing ones, and so sends too much of the field's energy sideways.

A second repair uses two channels but gives the backward one everything left after the isotropic part, \(\sigma_m-\sigma_i=100\). Each such event counts twice, so the momentum-transfer cross section becomes \(20+2\times100=220\). The correct division of a given \(\sigma_m\) is

\[
\sigma_b=\frac{\sigma_m-\sigma_i}{2},\qquad
\sigma_t=\sigma_i+\sigma_b=\frac{\sigma_m+\sigma_i}{2}.
\]

This requires \(\sigma_m\ge\sigma_i\). If \(\sigma_i\) is chosen to reproduce a known \(\sigma_v\), then \(\sigma_i=\tfrac32\sigma_v\), and the condition becomes \(\sigma_m\ge\tfrac32\sigma_v\). Purely isotropic scattering meets it with equality, and even mildly forward scattering can violate it; a negative \(\sigma_b\) then means that a different angular model is needed.

Cross sections must be evaluated at the relative speed of each pair. For equal masses, the laboratory energy of an ion striking a resting atom is twice the centre-of-mass energy, so the energy convention of an input table matters.

## The collision routine

Let an ion of mass \(m\) and velocity \(\mathbf v\) meet a neutral of mass \(M\) and velocity \(\mathbf V\). Define

\[
\mathbf g=\mathbf v-\mathbf V,\qquad
\mathbf V_{\rm cm}=\frac{m\mathbf v+M\mathbf V}{m+M},\qquad
\mu=\frac{mM}{m+M}.
\]

Solving the first two relations for \(\mathbf v\), and replacing \(\mathbf g\) by \(\mathbf g'\), gives the new ion velocity

\[
\mathbf v'=\mathbf V_{\rm cm}+\frac{M}{m+M}\mathbf g'.
\]

With probability \(\sigma_b/\sigma_t\), set \(\mathbf g'=-\mathbf g\). Otherwise draw \(u_z\) uniformly on \([-1,1]\) and an azimuth \(\varphi\) uniformly on \([0,2\pi)\), and set

\[
\mathbf g'=g\left(\sqrt{1-u_z^2}\cos\varphi,\;\sqrt{1-u_z^2}\sin\varphi,\;u_z\right).
\]

The axes may be fixed in the laboratory, since an isotropic direction needs no reference to \(\mathbf g\). The neutral receives the opposite momentum change. Kinetic energy is conserved because it equals \(\tfrac12(m+M)V_{\rm cm}^2+\tfrac12\mu g^2\), and neither term changes.

The ion's momentum change is \(m(\mathbf v'-\mathbf v)=\mu(\mathbf g'-\mathbf g)\). Since the mean of \(\mathbf g'\) is \(-(\sigma_b/\sigma_t)\mathbf g\),

\[
\langle m\Delta\mathbf v\rangle
=-\mu\mathbf g\left(1+\frac{\sigma_b}{\sigma_t}\right)
=-\mu\mathbf g\,\frac{\sigma_m}{\sigma_t}.
\]

This relation lets the routine be measured from its laboratory velocities. For each collision, compute

\[
s=-\sigma_t\,\frac{m\,\Delta\mathbf v\cdot\mathbf g}{\mu g^2},
\]

whose mean is \(\sigma_m\). A Monte Carlo sample of 400,000 collisions with \(M=3m\), and with Gaussian spreads in both incoming velocities, gives \(120.10\pm0.06\), where the uncertainty is one standard error. The result 120 thus does not depend on equal masses.

Equal masses do matter for the interpretation. Then a backward event gives

\[
\mathbf v'=\frac{\mathbf v+\mathbf V}{2}-\frac{\mathbf v-\mathbf V}{2}=\mathbf V .
\]

The ion leaves with the neutral's old velocity, as in resonant charge exchange without deflection. The neutral takes the ion's old velocity. For unequal masses, backward scattering is not a velocity exchange.

## Collision times and friction

The collision rate \(n\sigma_t g\), with \(n\) the gas density, in general changes as the field accelerates the ion. The null-collision method avoids integrating this rate along each flight:

1. Draw a flight time from an exponential distribution with constant rate \(\nu_{\max}\), and accelerate the ion for that time.
2. Record the velocity, then draw a neutral from the thermal distribution.
3. Accept a collision with probability \(n\sigma_t g/\nu_{\max}\); otherwise leave the ion unchanged.
4. If accepted, apply the two-channel routine.

The product of candidate rate and acceptance probability is the required rate for each neutral velocity. The probability must not exceed one, so a run that meets a larger value needs a larger \(\nu_{\max}\). Candidate events occur at a rate independent of velocity, and velocities recorded just before them therefore sample the time average. Recording only at accepted collisions would favour pairs with a large \(\sigma_t g\), which for constant cross sections are the fast ones.

From here on \(M=m\), so \(\mu/m=\tfrac12\), and the field gives the ions an acceleration \(a=eE/m\) along \(z\). Each pair collides at rate \(n\sigma_t g\) and loses on average \(\tfrac12g_z\sigma_m/\sigma_t\) of ion velocity. In a steady state gain equals loss:

\[
a=\frac n2\langle\sigma_m g g_z\rangle .
\]

The average runs over all ion-neutral pairs before acceptance. The total cross section has cancelled, but the velocity distribution remains. Equal \(\sigma_m\) therefore does not by itself ensure equal drift speed.

## A solvable case: constant collision frequency

If both cross sections vary as \(1/g\), the frequencies \(\nu_i=n\sigma_i g\) and \(\nu_b=n\sigma_b g\) are constant. With \(\nu_m=\nu_i+2\nu_b\) and neutrals at rest on average, the momentum balance becomes

\[
a=\tfrac12\nu_m v_d,\qquad v_d=\frac{2a}{\nu_m}.
\]

In this case \(\sigma_m\) does fix the drift. The energy shows what it leaves open. Let \(\theta=kT/m\), \(P=\langle v_x^2\rangle\) and \(L=\langle v_z^2\rangle\), where \(L\) includes the drift. A backward event replaces either second moment by \(\theta\). After an isotropic event \(\mathbf v'=(\mathbf v+\mathbf V)/2+g\mathbf u/2\), where the random unit vector \(\mathbf u\) has zero mean and \(\langle u_x^2\rangle=\tfrac13\). Because the rate does not depend on \(g\), the colliding ion and neutral are uncorrelated, and

\[
\begin{aligned}
P'&=\frac{P+\theta}{4}+\frac{2P+L+3\theta}{12}
=\frac{5P}{12}+\frac{L}{12}+\frac{\theta}{2},\\
L'&=\frac{L+\theta}{4}+\frac{2P+L+3\theta}{12}
=\frac P6+\frac L3+\frac\theta2 .
\end{aligned}
\]

Write \(p=P-\theta\) and \(\ell=L-\theta\) for the excesses over thermal values. The thermal terms cancel in the changes \(P'-P\) and \(L'-L\). The field adds \(2av_d\) per unit time to \(L\), so the steady equations are

\[
\begin{aligned}
0&=-\nu_b p+\nu_i\left(-\frac{7p}{12}+\frac{\ell}{12}\right),\\
0&=2av_d-\nu_b\ell+\nu_i\left(\frac p6-\frac{2\ell}{3}\right).
\end{aligned}
\]

Twice the first plus the second, which counts both transverse directions, gives

\[
2av_d=\left(\nu_b+\frac{\nu_i}{2}\right)(2p+\ell)
=\frac{\nu_m}{2}(2p+\ell).
\]

Since \(a=\nu_mv_d/2\), it follows that \(2p+\ell=2v_d^2\), or

\[
\langle v^2\rangle=3\theta+2v_d^2 .
\]

The mean energy, too, depends on the channels through \(\nu_m\) alone. The first steady equation gives \(\nu_i\ell=(7\nu_i+12\nu_b)p\). Multiplying \(2p+\ell=2v_d^2\) by \(\nu_i\) and inserting this,

\[
p=\frac{2\nu_i}{9\nu_i+12\nu_b}\,v_d^2 .
\]

Here the division between channels appears. Backward events alone give \(p=0\), while isotropic events alone give \(p=2v_d^2/9\).

For numbers, take argon ions in argon at 0.1 Torr and 300 K in a field of 10 V/cm. The density is \(n=3.219\times10^{15}\) cm⁻³ and \(a=2.415\times10^9\) m/s². Let the cross sections equal 20 and 50 at \(g=1500\) m/s and vary as \(1/g\). In SI units,

\[
v_d=\frac{2(2.415\times10^9)}{(3.219\times10^{21})(1.20\times10^{-18})(1500)}
\approx834\ \text{m/s}.
\]

Define the transverse temperature by \(kT_\perp=mP\). The formula gives 471 K for the mixture and 1042 K for isotropic scattering with the same \(\sigma_m\). Null-collision simulations of 8000 ions give 472 K and 1044 K, with drift speeds of 835 m/s in both cases.

## A second limit: cold gas, backward events alone

Now let the neutrals be at rest, with \(\sigma_i=0\) and \(\sigma_b\) constant. Each collision stops the ion. With \(\lambda=1/(n\sigma_b)\), the steady distribution for \(v>0\) obeys

\[
a\frac{df}{dv}=-\frac v\lambda f,
\qquad f\propto e^{-v^2/(2a\lambda)} .
\]

Its mean is

\[
v_d=\frac{\int_0^\infty v f\,dv}{\int_0^\infty f\,dv}
=\frac{a\lambda}{\sqrt{\pi a\lambda/2}}
=\sqrt{\frac{2a}{\pi n\sigma_b}} .
\]

The drift grows as the square root of the field, not linearly. For \(\sigma_b=50\) and the same gas density and field, the formula gives 977 m/s and the simulation 978 m/s. The factor 2 is visible here as well: momentum balance reads \(a=\tfrac12n(2\sigma_b)\langle v^2\rangle\). The 2 from reversal cancels the \(\tfrac12\) from the reduced mass, as it must when each collision removes all of the ion's laboratory velocity.

## Constant cross sections in an argon drift cell

Keep that gas and field, and let \(\sigma_i=20\) and \(\sigma_b=50\) be independent of energy. The simulation follows 8000 ions through 600 candidate events each, about 77 of them real collisions, and discards the first 150 candidates. Standard errors come from the scatter between ions.

The drift speed is \(807.8\pm0.8\) m/s. The mobility is

\[
\frac{v_d}{E}=\frac{8.078\times10^4\ \text{cm/s}}{10\ \text{V/cm}}
\approx8.08\times10^3\ \text{cm}^2/\text{Vs}.
\]

The mean ion energy is 0.267 eV and \(T_\perp\) is 450 K. The simulated average \(\tfrac n2\langle\sigma_mgg_z\rangle\) is \(2.413\times10^9\) m/s², within 0.1% of the field acceleration. Putting \(\sigma_t\) in place of \(\sigma_m\) in the same average gives \(1.408\times10^9\) m/s², which cannot balance the field.

The two isotropic replacements, at the same field and gas state, show their separate faults. Keeping \(\sigma_t=70\) raises the drift to 1126 m/s, 39% above the two-channel value. Keeping \(\sigma_m=120\) gives 833 m/s, only 3% too high, but a transverse temperature of 1066 K instead of 450 K. The remaining drift difference is allowed by momentum balance, which for constant \(\sigma_m\) fixes \(\langle gg_z\rangle\) and not \(\langle g_z\rangle=v_d\). An error that is small in mobility can thus be large in the transverse velocities that spread an ion beam.

## What the example leaves out

The cross sections are rough values for argon ions near 1 eV of laboratory energy, not measured data. Collisions in this cell are slower, on average about 0.25 eV in the centre-of-mass frame, and at such energies the isotropic part of the real argon cross section grows faster than the backward part. The drift speed and \(T_\perp\) above are therefore values for the model. With energy-dependent argon cross sections the drift would be several percent lower and \(T_\perp\) closer to 500 K. The example describes dilute ions in a uniform field across a 1 cm gap. In a processing plasma, space charge can make the field nonuniform: an ion density of \(5.5\times10^4\) cm⁻³ filling the gap would make the field differ by about 1% between the two ends of the gap, from \(\Delta E=en_id/\varepsilon_0\) with \(d\) the gap. Processing plasmas are denser by several orders of magnitude, so in a sheath the field must be solved together with the ions, and the drift speed above cannot be carried over.

Gas heating is the largest of the drift corrections computed here. At fixed pressure and field, going from 300 to 400 K raises the simulated drift by 15.7%. Scaling explains this. With constant cross sections, the velocity scales are \(\sqrt{a/(n\sigma_t)}\) and \(\sqrt{kT/m}\). At fixed pressure \(n\propto1/T\), so both grow as \(\sqrt T\), and so must the drift: \(\sqrt{400/300}=1.155\), close to the simulated ratio of 1.157.

Letting both cross sections fall as the \(-0.1\) power of collision energy changes the drift by 0.2%, close to the sampling error. They were held at 20 and 50 for the relative speed of a 0.5 eV ion striking a resting atom; this is close to the typical collision energy in the cell, and the small size of the change depends on that choice. A reference of 1 eV lowers the drift by about 4%, and one of 0.25 eV raises it by about 4%. A common power law also leaves the ratio \(\sigma_i/\sigma_b\) fixed, so it does not probe how that ratio affects \(T_\perp\). A backward peak with an rms deviation of 10° has \(w\approx\tfrac12(10\pi/180)^2=0.015\) and lowers \(\sigma_m\) by 0.63%. Diffraction adds an angular blur of about 0.4°, estimated as the de Broglie wavelength at the mean relative speed divided by \(2\pi\sqrt{\sigma_t/\pi}\). This does not include interference between identical particles.

Ions starting with thermal velocities fall between 0.01 and 0.02 cm behind ions that drift steadily from the start, which is 1 to 2% of the gap. The gap voltage is 10 V, so an electron starting at rest gains at most 10 eV, and an ion starting at rest brings at most 5 eV into the centre-of-mass frame of a collision with a resting atom. Both lie below the lowest excitation energy of the argon atom, roughly 12 eV. Neglecting excitation of the atoms and electron-driven breakdown is therefore consistent for this cell. The ion itself has a fine-structure level about 0.18 eV above its ground state, which many of these collisions have enough energy to reach; the elastic model ignores such transitions. All these assumptions would need to be reconsidered at the much larger voltages of many processing sheaths.
